# Integrated and Symmetrised Photoemission Spectra: Occupation and Particle-Hole Symmetry, part 2

Angle-resolved photoemission measures the intensity $I(k,\omega)$ of electrons removed from a crystal in thermal equilibrium. We ask when adding a spectrum to its mirror image about $\omega=0$ returns the spectral function $A$.

The energy $\omega$ is measured from the chemical potential $\mu$; $\hbar=1$ and $\beta=1/(k_BT)$. The operator $c_k$ removes an electron of momentum $k$ and one spin direction. With $K=H-\mu N$, $K|m\rangle=K_m|m\rangle$ and $p_m=e^{-\beta K_m}/\mathcal Z$, the removal and addition parts of $A=A^-+A^+$ are, from (a) and (c),

$$A^-(k,\omega)=\sum_{mn}p_m|\langle n|c_k|m\rangle|^2\,\delta(\omega-K_m+K_n),$$

$$A^+(k,\omega)=\sum_{mn}p_n|\langle n|c_k|m\rangle|^2\,\delta(\omega-K_m+K_n).$$

They give $A^-=fA$ and $\int A\,d\omega=1$, with $f(\omega)=1/(e^{\beta\omega}+1)$ and $f(-\omega)=1-f(\omega)$. The intensity is $I=I_0(k)fA$, where $I_0(k)$ contains the matrix element. With occupation $n(k)=\langle c_k^\dagger c_k\rangle$, (b) gives

$$\boxed{\int_{-\infty}^{\infty}I(k,\omega)\,d\omega=I_0(k)\,n(k).}$$

Also $n(k)=d\Omega/d\lambda$ at $\lambda=0$, where $\Omega$ is the grand potential and $\lambda$ shifts the one-electron energy at $k$.

The symmetrised spectrum is

$$S(k,\omega)=\frac{I(k,\omega)+I(k,-\omega)}{I_0(k)} .$$

From (f),

$$\boxed{S(\omega)-A(\omega)=[1-f(\omega)]\,[A(-\omega)-A(\omega)].}$$

At $T>0$, $S=A$ at all $\omega$ if and only if $A(k,\omega)=A(k,-\omega)$. With $A_e$ and $A_o$ the even and odd parts of $A$,

$$S=A_e-\tanh\!\left(\frac{\beta\omega}2\right)A_o .$$

Energy resolution replaces $I(\omega)$ by $\int R(\omega-\omega')I(\omega')\,d\omega'$, with $\int R\,d\omega=1$.

In the mixing problem of (e), the commutators of $c_k$ and a second operator with $K$ close through the symmetric matrix with diagonal $\varepsilon,\varepsilon'$ and off-diagonal $\Delta$. Then

$$A(\omega)=Z_+L(\omega-E_+)+Z_-L(\omega-E_-),$$

$$L(\omega-E)=\frac{\Gamma/\pi}{(\omega-E)^2+\Gamma^2},$$

$$E_\pm=\frac{\varepsilon+\varepsilon'}2\pm\sqrt{\left(\frac{\varepsilon-\varepsilon'}2\right)^2+\Delta^2},$$

$$Z_+=\frac{E_+-\varepsilon'}{E_+-E_-},\qquad Z_-=1-Z_+ .$$

The example has $\Delta=20$ meV, half width $\Gamma=4$ meV and $T=100$ K, so $k_BT=8.617$ meV.

The four-site Hubbard ring of (c), with energies in units of the hopping $t$, is

$$H=\sum_{j\sigma}\left[-t\,c_{j\sigma}^\dagger c_{j+1,\sigma}-t_2\,c_{j\sigma}^\dagger c_{j+2,\sigma}+\text{h.c.}\right]+U\sum_jn_{j\uparrow}n_{j\downarrow}.$$

The sum over $j$ meets each second-neighbour bond twice.

### (g) Two sum rules and the resolution

**Question.** Which features of $S$ are fixed without assuming symmetry? Does the energy resolution alter the condition found in (f)?

**Solution.** At the Fermi level $f(0)=1/2$, and so $S(0)=\tfrac12A(0)+\tfrac12A(0)=A(0)$. Without energy broadening, the symmetrised intensity at $\omega=0$ is correct for any $A$, although its surroundings may not be.

A spectrum and its mirror image have equal areas. By (b),

$$\int_{-\infty}^\infty S(k,\omega)\,d\omega=2n(k).$$

If $S=A$, the left side is one, and it follows that $n(k)=1/2$. An occupation of one half is therefore necessary for symmetrisation to work. Whether it is sufficient is settled in (j).

Let the resolution function $R$ be even. The mirror image of the broadened spectrum is

$$\int R(-\omega-\omega')I(\omega')\,d\omega'=\int R(-\omega+\omega')I(-\omega')\,d\omega'=\int R(\omega-\omega')I(-\omega')\,d\omega'.$$

The first step renames $\omega'\to-\omega'$ and the second uses $R(-x)=R(x)$. Mirroring and broadening can be interchanged, so the measured symmetrised spectrum is the broadened $S$. If $A$ is even, it is the broadened $A$. Otherwise even the equality at $\omega=0$ is in general lost, because broadening mixes in neighbouring energies at which $S$ and $A$ differ. Dividing a measured spectrum by $f$ lacks this property, since the broadening acts on the product $fA$.

### (h) What particle-hole symmetry supplies

**Question.** Particle-hole symmetry about a Fermi momentum $k_F$ is the relation $A(k_F+q,\omega)=A(k_F-q,-\omega)$. What does it imply at $q=0$ and at $q\ne0$? Apply it to a mean-field superconductor.

**Solution.** At $q=0$ the relation reads $A(k_F,\omega)=A(k_F,-\omega)$. This is the condition of (f), so symmetrisation at $k_F$ returns $A$.

At $q\ne0$ the relation connects two different momenta and does not make either spectrum even. The combination suited to it is

$$\frac{I(k_F+q,\omega)}{I_0(k_F+q)}+\frac{I(k_F-q,-\omega)}{I_0(k_F-q)}=f(\omega)A(k_F+q,\omega)+[1-f(\omega)]A(k_F-q,-\omega).$$

By the symmetry, the second spectral function equals $A(k_F+q,\omega)$. The prefactors add to one, and the sum is $A(k_F+q,\omega)$. The raw intensities may be added directly if the two matrix elements are equal.

For a superconductor in mean field, let $\xi$ be the band energy from the chemical potential, and let $k$ with spin up be paired with $-k$ with spin down:

$$K=\xi\left(c_{k\uparrow}^\dagger c_{k\uparrow}+c_{-k\downarrow}^\dagger c_{-k\downarrow}\right)+\Delta\left(c_{k\uparrow}^\dagger c_{-k\downarrow}^\dagger+c_{-k\downarrow}c_{k\uparrow}\right).$$

The anticommutation rules give

$$[c_{k\uparrow},K]=\xi c_{k\uparrow}+\Delta c_{-k\downarrow}^\dagger,\qquad[c_{-k\downarrow}^\dagger,K]=\Delta c_{k\uparrow}-\xi c_{-k\downarrow}^\dagger .$$

This $K$ does not conserve the electron number, but the sums for $A^\pm$ in (c) and the relation $A^-=fA$ need only its eigenstates and their Boltzmann weights. The commutators are those of the mixing problem of (e) with $\varepsilon=\xi$ and $\varepsilon'=-\xi$. Its solution is

$$E_\pm=\pm E,\qquad E=\sqrt{\xi^2+\Delta^2},\qquad Z_\pm=\frac12\left(1\pm\frac\xi E\right).$$

Changing the sign of $\xi$ exchanges the two weights. Changing the sign of $\omega$ exchanges the two peak positions, because $L$ is even. Doing both leaves $A$ unchanged. With a band that is linear near $k_F$, so that $\xi(k_F\pm q)=\pm\xi$, and with the same $\Delta$ and $\Gamma$ at both momenta, this is the required symmetry.

The values of $\Delta$, $\Gamma$ and $T$ are model parameters kept from (e); a weak-coupling $s$-wave superconductor with $\Delta=20$ meV at $100$ K would need a transition temperature near $150$ K. At $k_F$ we have $\xi=0$. For the example, both $A$ and $S$ peak at $\pm20$ meV, and the largest difference between them vanishes to the printed accuracy. Away from $k_F$, at $\xi=15$ meV, the peaks lie at $\pm\sqrt{15^2+20^2}=\pm25$ meV with weights $0.8$ above and $0.2$ below the chemical potential. Symmetrising at this one momentum gives a largest error of $0.71$ of the maximum of $A$. The sum over mirror momenta reproduces $A$ to rounding error.

### (i) A counter-example at the Fermi momentum

**Question.** A density wave of wave vector $Q$ mixes the state at $k$ with the one at $k+Q$. Let $2Q$ be a reciprocal-lattice vector, so that $k+Q$ and $k-Q$ are the same state and only two levels of the band are mixed. Take $k$ at the Fermi momentum of the unmixed band, $\varepsilon_k=0$, and let $\varepsilon_{k+Q}=30$ meV. What does symmetrisation show, and what is true?

**Solution.** The second level is now another electron state. Its energy $\varepsilon'=\varepsilon_{k+Q}$ is set by the band structure, and nothing forces it to vanish when $\varepsilon_k$ does. From (e), the true spectral function has a peak of weight $0.8$ at $-10$ meV and a peak of weight $0.2$ at $+40$ meV. It is not even, and by (f) symmetrisation must fail at $T>0$. The chosen momentum is not a Fermi crossing of the mixed bands. The lower branch reaches the chemical potential where $\varepsilon\varepsilon'=\Delta^2$; with $\varepsilon'=30$ meV this is $\varepsilon=13.3$ meV. There $S$ follows $A$ to about $0.01$ of its maximum for $|\omega|<20$ meV, although it still loses the upper peak near $43$ meV.

The symmetrised spectrum has peaks at $\pm10.2$ meV. Their separation is about $20$ meV, while the true peaks are $50$ meV apart. Half the apparent separation, if taken for the coupling, would give about $10$ meV in place of $\Delta=20$ meV.

The size of the error follows from the boxed formula in (f). At $\omega=+10$ meV, $1-f\simeq0.761$. The large peak gives

$$A(-10)\simeq\frac{0.8}{\pi\times4}+0.0001=0.0638\ \text{meV}^{-1},$$

where the small addition is the tail of the upper peak. The two tails at $+10$ meV add to $A(10)\simeq0.0027\ \text{meV}^{-1}$. Hence

$$S(10)-A(10)\simeq0.761\times(0.0638-0.0027)=0.046\ \text{meV}^{-1}.$$

This is $0.73$ of the maximum of $A$ and agrees with the largest error found over the whole energy grid. It is a peak where the crystal has almost no spectral weight.

The true upper peak meanwhile disappears. At $+40$ meV, $A=0.0163$ but $S=0.0013$ per meV. The factor $f(40)\simeq0.01$ suppresses the true peak, and most of what is left in $S$ is the mirrored tail from $-40$ meV. At $\omega=0$ both functions equal $0.0089$ per meV, as (g) requires.

The small shift of the peaks from $10.0$ to $10.2$ meV comes mainly from the slope of $f$. Near $-10$ meV the product $fA$ has its maximum where the logarithmic derivatives cancel. That of $f$ is $-(1-f)/(k_BT)\simeq-0.239/8.617=-0.028$ per meV. That of the Lorentzian at a small displacement $\delta$ from its centre is $-2\delta/\Gamma^2=-0.125\,\delta$, with $\delta$ in meV. Their sum vanishes at $\delta\simeq-0.22$ meV. The mirrored term $[1-f(\omega)]A(-\omega)$ was neglected. Near $-10$ meV both of its factors grow with $\omega$. Its slope is $\beta f(1-f)A(10)-(1-f)A'(10)\simeq0.021\times0.0027+0.24\times2.2\times10^{-4}\simeq1.1\times10^{-4}$ meV$^{-2}$. Divided by $fA\simeq0.049$ meV$^{-1}$, this adds about $+0.002$ per meV to the balance and moves $\delta$ back by about $0.02$ meV, to $-0.20$ meV.

Temperature also exposes the failure. If $A$ is held fixed and $T$ is lowered from $100$ to $50$ K, $S$ changes by up to $0.14$ of the maximum of $A$. In the superconducting case at $k_F$ the same change of temperature leaves $S$ unaltered. In an experiment $A$ itself may depend on temperature, so a changing $S$ alone does not prove asymmetry.

The occupation gives another warning. Here $n=0.580$, and the area of $S$ is $2n=1.16$ instead of one. Using this check requires $I_0(k)$, because the measured area of the symmetrised spectrum is $2I_0(k)n(k)$.

### (j) Is half occupation enough?

**Question.** Show that the Hubbard ring of (c) has an even spectral function at $k=\pi/2$ when $t_2=0$ and $\mu=U/2$. Then decide whether $n(k)=1/2$ guarantees $S=A$.

**Solution.** Consider the unitary transformation $W$ that exchanges electrons and holes with alternating sign:

$$Wc_{j\sigma}W^\dagger=(-1)^jc_{j\sigma}^\dagger .$$

The nearest-neighbour hopping becomes

$$c_{j\sigma}^\dagger c_{j+1,\sigma}\to(-1)^{2j+1}c_{j\sigma}c_{j+1,\sigma}^\dagger=c_{j+1,\sigma}^\dagger c_{j\sigma},$$

which is its Hermitian conjugate, already present in $H$. The interaction and the chemical potential combine into

$$Un_{j\uparrow}n_{j\downarrow}-\frac U2(n_{j\uparrow}+n_{j\downarrow})=U\left(n_{j\uparrow}-\tfrac12\right)\left(n_{j\downarrow}-\tfrac12\right)-\frac U4 .$$

This is unchanged when each $n$ becomes $1-n$. Hence $WKW^\dagger=K$. For the momentum operator, with $(-1)^j=e^{i\pi j}$,

$$Wc_kW^\dagger=\frac12\sum_je^{-ikj}e^{i\pi j}c_j^\dagger=\frac12\sum_je^{i(\pi-k)j}c_j^\dagger=c_{\pi-k}^\dagger .$$

Let $|\tilde m\rangle=W|m\rangle$, which has the same eigenvalue $K_m$. Then

$$|\langle n|c_k|m\rangle|^2=|\langle\tilde n|c_{\pi-k}^\dagger|\tilde m\rangle|^2=|\langle\tilde m|c_{\pi-k}|\tilde n\rangle|^2 .$$

In the sum for $A$ the thermal weight $p_m+p_n$ is symmetric in the two states. Their roles are exchanged, which reverses the transition energy, and

$$A(k,\omega)=A(\pi-k,-\omega).$$

The momentum $\pi/2$ is its own partner, so $A(\pi/2,\omega)$ is even. Numerically, with $U=4t$, $k_BT=0.25t$ and a Gaussian resolution of standard deviation $0.15t$, $S$ and $A$ agree there to rounding error. At $k=0$ the partner is $\pi$. The Hamiltonian has the same symmetry, but the largest error is $0.99$ of the maximum of $A$.

Second-neighbour hopping breaks the symmetry. Its alternating signs multiply to $+1$, so that $c_{j\sigma}^\dagger c_{j+2,\sigma}\to c_{j\sigma}c_{j+2,\sigma}^\dagger=-c_{j+2,\sigma}^\dagger c_{j\sigma}$, and the term changes sign. Take $t_2=-0.3t$ and adjust the chemical potential to $\mu=0.984t$, where $n(\pi/2)=0.50000$. The area of $S$ is then correct, yet the largest difference between $S$ and $A$ is $0.80$ of the maximum of $A$. Since $S$ and $A$ were broadened with the same function, a difference after broadening proves a difference before it.

Half occupation is thus necessary but not sufficient. It fixes one integral of the odd part of $A$, whereas symmetrisation needs the odd part to vanish at every energy. A ring with four momenta has no Fermi surface in the usual sense; the example disproves sufficiency for a momentum selected by $n=1/2$.

### (k) A gap that is not there

**Question.** A gapless band has a single Lorentzian peak at $\omega=-d$, because the chosen momentum misses $k_F$ slightly. For which $d\ge0$ does $S$ have a dip at the Fermi level?

**Solution.** Expand the result of (f) about $\omega=0$. To second order $A_e=A(0)+\tfrac12A''(0)\omega^2$. To first order $A_o=A'(0)\omega$ and $\tanh(\beta\omega/2)=\beta\omega/2$. Therefore

$$S(\omega)\simeq A(0)+\frac{\omega^2}2\left[A''(0)-\beta A'(0)\right],\qquad S''(0)=A''(0)-\beta A'(0).$$

For $A(\omega)=L(\omega+d)$, write $D=d^2+\Gamma^2$. Differentiating once and twice,

$$A'(0)=-\frac\Gamma\pi\frac{2d}{D^2},\qquad A''(0)=\frac\Gamma\pi\left(-\frac2{D^2}+\frac{8d^2}{D^3}\right)=\frac\Gamma\pi\,\frac{6d^2-2\Gamma^2}{D^3}.$$

A dip means $S''(0)>0$. Multiplying by the positive factor $\pi D^3/(2\Gamma)$ gives

$$3d^2-\Gamma^2+\frac{d(d^2+\Gamma^2)}{k_BT}>0 .$$

The left side is negative at $d=0$ and grows steadily with $d$, so there is one threshold. For $\Gamma\ll k_BT$ it tends to $\Gamma/\sqrt3$, and for $k_BT\ll\Gamma$ it tends to $k_BT$. It lies below both values, because every term dropped in obtaining them is positive.

With $\Gamma=4$ meV and $k_BT=8.617$ meV the threshold is $d=1.96$ meV. The terms are $11.5-16+4.5\simeq0$ meV². This threshold and the two bounds above hold without energy broadening. A finite resolution raises the threshold and can carry it past them: for a Gaussian resolution of full width 5 or 10 meV it is about $3.1$ or $5.0$ meV, above $\Gamma/\sqrt3=2.3$ meV. At $d=10$ meV the symmetrised spectrum has two peaks at $\pm10.2$ meV, nearly the same positions as for the density wave in (i), although this band has no gap at all. Two symmetric peaks in $S$ are therefore no evidence of a gap until the evenness of $A$ at the chosen momentum has been established independently.

## Computed results

```
Ring: U = 4.0 t, kT = 0.25 t, resolution sigma = 0.15 t
Ring, occupation test: t2 = -0.3 t, mu = 1.0 t
  k = 0: n from integral of f*A = 0.78366, from dOmega/de_k = 0.78366
  k = pi/2: n from integral of f*A = 0.50086, from dOmega/de_k = 0.50086
  k = pi: n from integral of f*A = 0.08116, from dOmega/de_k = 0.08116
Ring, symmetrisation: largest |S-A| / max A
  t2 = 0, mu = U/2, k = pi/2: n = 0.50000, error = 1.3e-14
  t2 = 0, mu = U/2, k = 0: n = 0.89534, error = 0.9870
  t2 = -0.3 t, mu = 0.98408 t, k = pi/2: n = 0.50000, error = 0.8044
Mixing: Delta = 20.0 meV, Gamma = 4.0 meV, T = 100.0 K, kT = 8.6173 meV
superconductor: e = 0, e2 = 0.0 meV
  poles -20.00, 20.00 meV; weights 0.500, 0.500
  peaks of A: -20.00, 20.00 meV
  peaks of S: -20.00, 20.00 meV
  n(k) = 0.50000; window +-200 meV gives 0.49357, lost 0.00643
  largest |S-A| / max A = 0.0000
  largest |S(50 K)-S(100 K)| / max A, A fixed = 0.0000
density wave: e = 0, e2 = 30.0 meV
  poles -10.00, 40.00 meV; weights 0.800, 0.200
  peaks of A: -10.00, 39.99 meV
  peaks of S: -10.20, 10.20 meV
  n(k) = 0.57959; window +-200 meV gives 0.57317, lost 0.00642
  largest |S-A| / max A = 0.7315
  largest |S(50 K)-S(100 K)| / max A, A fixed = 0.1429
  at w = +40 meV: A = 0.01632, S = 0.00130 per meV
  at w = 0: A = 0.00894, S = 0.00894 per meV
Superconductor at e = 15.0 meV, largest error / max A:
  one momentum 0.7054, mirror momenta 2.2e-16
Gapless band: false dip in S once d > 1.957 meV
  d = 10.0 meV: peaks of S at -10.20, 10.20 meV
```
